# Shift current in two-band models and the sum-rule formula: a numerical check

```python
"""Shift current of two-band models (Hartree atomic units, charge -1, spinless).
Tests: sum rule for the generalized derivative, d-vector and Berry-curvature forms,
Rice-Mele closed form (finite differences and real-time propagation), strained
honeycomb, and plane-wave crystal (virtual-state sum = -w of the downfolded model)."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

eigh = np.linalg.eigh
STENCIL = [(-2, 1/12), (-1, -8/12), (1, 8/12), (2, -1/12)]
PAULI = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]

def tight_binding(onsite, hops):
    """H(k, axes): Bloch Hamiltonian or its k-derivative along the listed axes."""
    def H(k, axes=()):
        M = np.diag(np.array(onsite, complex)) * (0.0 if axes else 1.0)
        for i, j, t, vec in hops:
            term = t*np.exp(1j*np.dot(k, vec))*np.prod([1j*vec[x] for x in axes])
            M[i, j] += term
            M[j, i] += np.conj(term)
        return M
    return H

def r_def(H, k, b, c, v, h=2e-3):
    """r^b_cv = i<c|d_b P_v|v> by finite differences of the projector."""
    U = eigh(H(k))[1]
    dP = 0
    for s, wt in STENCIL:
        u = eigh(H(k + s*h*np.eye(len(k))[b]))[1][:, v]
        dP = dP + wt*np.outer(u, u.conj())/h
    return 1j*U[:, c].conj() @ dP @ U[:, v], U

def rcov_def(H, k, a, b, c=1, v=0, h=2e-3):
    """r^b_cv and r^b_{cv;a} from overlaps (parallel transport); no sum rule used."""
    r0, U0 = r_def(H, k, b, c, v)
    out = 0
    for s, wt in STENCIL:
        r, U = r_def(H, k + s*h*np.eye(len(k))[a], b, c, v)
        out += wt*np.vdot(U0[:, c], U[:, c])*r*np.vdot(U[:, v], U0[:, v])/h
    return r0, out

def I_def(H, k, a, b):
    r, rc = rcov_def(H, k, a, b)
    return -np.imag(np.conj(r)*rc)

def sum_rule(H, k, a, b, c=1, v=0, nmax=None):
    """Bracket pieces (Delta part, -w, S), omega and v^b_vc."""
    E, U = eigh(H(k))
    va, vb, w = (U.conj().T @ H(k, ax) @ U for ax in ((a,), (b,), (a, b)))
    om = E[c] - E[v]
    delta = (vb[c, v]*(va[c, c]-va[v, v]) + va[c, v]*(vb[c, c]-vb[v, v]))/om
    S = sum(vb[c, p]*va[p, v]/(E[p]-E[v]) - va[c, p]*vb[p, v]/(E[c]-E[p])
            for p in range(nmax or len(E)) if p not in (c, v))
    return delta, -w[c, v], S, om, vb[v, c]

def random_model(onsite, rng):
    n = len(onsite)
    tau = rng.random((n, 2))
    hops = [(i, j, 0.08*(rng.normal()+1j*rng.normal()), np.array(R)+tau[j]-tau[i])
            for R in ((0, 0), (1, 0), (0, 1)) for i in range(n) for j in range(n)
            if R != (0, 0) or i < j]
    return tight_binding(onsite, hops)

# 1. sum rule (four bands); d-vector and curvature forms (two bands)
rng = np.random.default_rng(1)
H4, H2 = random_model([-1.5, -0.5, 0.5, 1.5], rng), random_model([-0.5, 0.5], rng)
err4 = err2 = 0.0
for k in rng.uniform(-3, 3, (3, 2)):
    dvec = lambda ax: np.array([np.trace(s @ H2(k, ax)).real/2 for s in PAULI])
    d = dvec(())
    D = np.linalg.norm(d)
    for a_ in (0, 1):
        for b_ in (0, 1):
            dl, mw, S, om, _ = sum_rule(H4, k, a_, b_, c=2, v=1)
            err4 = max(err4, abs(rcov_def(H4, k, a_, b_, 2, 1)[1] - 1j/om*(dl+mw+S)))
            w_term = d @ np.cross(dvec((b_,)), dvec((a_, b_)))/(4*D**3)
            c_term = -(d @ dvec((b_,))/D)*(d @ np.cross(dvec((b_,)), dvec((a_,))))/(4*D**4)
            err2 = max(err2, abs(I_def(H2, k, a_, b_) - w_term - c_term))
            dl, mw, S, om, vvc = sum_rule(H2, k, a_, b_)
            assert S == 0 and abs(np.imag(vvc*mw)/om**2 - w_term) < 1e-12
            if a_ == b_:
                assert abs(np.imag(vvc*dl)) < 1e-14
            else:  # Berry curvature from a plaquette, error O(h^2)
                h, ea, eb = 1e-3, np.eye(2)[a_], np.eye(2)[b_]
                u = [eigh(H2(k + h/2*(x*ea + y*eb)))[1][:, 0]
                     for x, y in ((-1, -1), (1, -1), (1, 1), (-1, 1))]
                Om = -np.angle(np.prod([np.vdot(u[i], u[(i+1) % 4]) for i in range(4)]))/h**2
                assert abs((2*d @ dvec((b_,))/D)*Om/(4*D) - c_term) < 1e-7 + 1e-4*abs(c_term)
assert err4 < 1e-6 and err2 < 1e-6
print(f"max error: sum rule 4-band {err4:.0e}, d-vector 2-band {err2:.0e} bohr^2, bohr^3")

# 2. Rice-Mele chain
a, m, t1, t2, om0 = 6.0, 0.03, 0.05, 0.03, 0.12
chain = lambda tau: tight_binding([m, -m], [(0, 1, t1, np.array([tau])), (0, 1, t2, np.array([tau-a]))])
def I_chain(k, tau):
    D = np.sqrt(m*m + t1*t1 + t2*t2 + 2*t1*t2*np.cos(k*a))
    return m*(-tau**3*t1**2 + (a-tau)**3*t2**2
              - t1*t2*tau*(tau-a)*(2*tau-a)*np.cos(k*a))/(4*D**3)
for tau in (0.0, 1.7, a/2):
    for k in (-0.4, 0.1, 0.3, 0.5):
        assert abs(I_def(chain(tau), np.array([k]), 0, 0) - I_chain(k, tau)) < 1e-5
wmin, wmax = 2*np.hypot(m, t1-t2), 2*np.hypot(m, t1+t2)
sigma = lambda w: m*(t1**2-t2**2)*a*a/(2*w*w*np.sqrt((wmax**2-w*w)*(w*w-wmin**2)))
Hc = chain(a/2)
gap = lambda k: np.diff(np.linalg.eigvalsh(Hc(np.array([k]))))[0]
k0 = brentq(lambda k: gap(k)-om0, 1e-6, np.pi/a, xtol=1e-14)
slope = abs(sum(wt*gap(k0+s*1e-3) for s, wt in STENCIL)/1e-3)
sigma_num = lambda tau: -0.5*sum(I_def(chain(tau), np.array([x]), 0, 0) for x in (k0, -k0))/slope
assert abs(sigma_num(a/2)/sigma(om0) - 1) < 1e-5
dl, mw, S, om, vvc = sum_rule(Hc, np.array([k0]), 0, 0)
r2, I0 = abs(r_def(Hc, np.array([k0]), 0, 1, 0)[0])**2, I_chain(k0, a/2)
Eh = sc.physical_constants["Hartree energy"][0]
eV, unit3d = Eh/sc.e, sc.e**3/(sc.hbar*Eh)*1e6
print(f"chain inputs: a={a} bohr, tau={a/2} bohr, m={m}, t1={t1}, t2={t2}, omega={om0} Ha")
print(f"omega_min={wmin:.5f} Ha ({wmin*eV:.3f} eV), omega_max={wmax:.5f} Ha ({wmax*eV:.3f} eV)")
print(f"omega={om0*eV:.3f} eV, cos(ka)={np.cos(k0*a):.5f}, k={k0:.5f} 1/bohr")
print(f"|d omega/dk|={slope:.5f} Ha bohr, |r_cv|^2={r2:.5f} bohr^2")
print(f"|v_cv|={abs(vvc):.5f} Ha bohr, |w_cv|={abs(mw):.5f} Ha bohr^2")
print(f"Im[v_vc w_cv]={-np.imag(vvc*mw):.6f} Ha^2 bohr^3, Delta part {abs(np.imag(vvc*dl)):.0e}")
print(f"I={I0:.5f} bohr^3, shift vector R={I0/r2:.5f} bohr")
print(f"sigma closed form={sigma(om0):.5f}, finite differences={sigma_num(a/2):.5f} e^3 bohr^2/(hbar Ha)")
print(f"unit e^3/(hbar Ha)={unit3d:.4f} muA/V^2")
print(f"area 36 bohr^2, spin 2: sigma_3D={2*sigma(om0)/36:.5f} a.u. = {2*sigma(om0)/36*unit3d:.4f} muA/V^2")
print(f"tau=0: I={I_chain(k0, 0.0):.5f} bohr^3, sigma={sigma_num(0.0):.5f} a.u.")

# 3. real-time propagation; averaging +A and -A removes odd orders
A0, width, nk, dt = 2e-4, 120.0, 400, 1.0
kk, tau, sgn = (np.arange(nk)+0.5)*2*np.pi/(a*nk) - np.pi/a, a/2, np.array([[1.0], [-1.0]])
e1, e2 = t1*np.exp(1j*kk*tau), t2*np.exp(1j*kk*(tau-a))
def rhs(t, y, full):
    A = sgn*A0*np.exp(-t*t/(2*width**2))*np.cos(om0*t)
    if full:
        h1, h2 = e1*np.exp(1j*A*tau), e2*np.exp(1j*A*(tau-a))
        hk, dh = h1+h2, 1j*tau*h1 + 1j*(tau-a)*h2
    else:  # coupling A*v and current v only: no w anywhere
        dh = 1j*tau*e1 + 1j*(tau-a)*e2
        hk = e1 + e2 + A*dh
    return np.array([-1j*(m*y[0]+hk*y[1]), -1j*(hk.conj()*y[0]-m*y[1]),
                     -2*np.real(y[0].conj()*dh*y[1]) + 0j])
def pulse_charge(full):
    h0 = e1+e2
    D = np.sqrt(m*m+abs(h0)**2)
    nrm = np.sqrt(abs(h0)**2+(m+D)**2)
    y = np.zeros((3, 2, nk), complex)
    y[0], y[1] = -h0/nrm, (m+D)/nrm
    for t in np.arange(-6*width, 6*width, dt):
        s1 = rhs(t, y, full)
        s2 = rhs(t+dt/2, y+dt/2*s1, full)
        s3 = rhs(t+dt/2, y+dt/2*s2, full)
        s4 = rhs(t+dt, y+dt*s3, full)
        y = y + dt/6*(s1+2*s2+2*s3+s4)
    return y[2].real.mean()/a
Efield = lambda w: w*A0*width*np.sqrt(np.pi/2)*np.exp(-(width*(w-om0))**2/2)
Q_formula = quad(lambda w: sigma(w)*Efield(w)**2, om0-0.045, om0+0.045, points=[om0], epsabs=0)[0]/np.pi
Q_full, Q_cut = pulse_charge(True), pulse_charge(False)
assert abs(Q_full/Q_formula - 1) < 1e-3      # fourth-order terms are ~1e-4 or less
assert abs(Q_cut) < 1e-4*abs(Q_formula)
print(f"pulse: A0={A0} a.u., Gaussian width={width}, time step={dt} a.u., k points={nk}")
print(f"Q propagated={Q_full:.4e} e, Q formula={Q_formula:.4e} e")
print(f"|Q without w|/Q formula={abs(Q_cut/Q_formula):.0e}")

# 4. honeycomb, Gaussian-broadened sigma split into w and curvature parts
ell, mh, th, wh, eta, N = 2.7, 0.10, 0.09, 0.25, 0.01, 300
bonds = ell*np.array([[0, 1], [np.sqrt(3)/2, -0.5], [-np.sqrt(3)/2, -0.5]])
lat = np.array([bonds[0]-bonds[1], bonds[0]-bonds[2]])
frac = np.stack(np.meshgrid(np.arange(N), np.arange(N)), -1).reshape(-1, 2)/N
grid = frac @ (2*np.pi*np.linalg.inv(lat).T)
def honey(K, ty, a_, b_):
    ph = np.array([ty, th, th])*np.exp(1j*K @ bonds.T)
    f, fa, fb = ph.sum(1), ph @ (1j*bonds[:, a_]), ph @ (1j*bonds[:, b_])
    fab = -ph @ (bonds[:, a_]*bonds[:, b_])
    D = np.sqrt(mh*mh+abs(f)**2)
    return (mh*np.imag(fb*fab.conj())/(4*D**3),
            -np.real(f.conj()*fb)*mh*np.imag(fb*fa.conj())/(4*D**5), D)
def sigma_honey(ty, a_, b_):
    Iw, Ic, D = honey(grid, ty, a_, b_)
    g = np.exp(-(2*D-wh)**2/(2*eta**2))/(eta*np.sqrt(2*np.pi))
    return [-np.pi*np.mean(x*g)/abs(np.linalg.det(lat)) for x in (Iw, Ic)]
Hh = tight_binding([mh, -mh], [(0, 1, t, v) for t, v in zip((0.11, th, th), bonds)])
for kt in (np.array([0.7, 0.1]), np.array([-0.5, 0.4])):
    for a_, b_ in ((1, 0), (1, 1)):
        Iw, Ic, _ = honey(kt[None], 0.11, a_, b_)
        assert abs(I_def(Hh, kt, a_, b_) - Iw[0] - Ic[0]) < 1e-6
print(f"honeycomb: bond={ell} bohr, m={mh}, t={th}, omega={wh}, broadening={eta} Ha, grid {N}x{N}")
res = {}
for ty in (th, 0.11):
    res[ty] = (sigma_honey(ty, 1, 1), sigma_honey(ty, 1, 0))
    (yw, yc), (xw, xc) = np.round(res[ty], 5) + 0.0
    print(f"t_y={ty} Ha: yyy w={yw:.5f} curv={yc:.5f}; yxx w={xw:.5f} curv={xc:.5f} e^3 bohr/(hbar Ha)")
assert abs(res[th][0][0]+res[th][1][0]) < 1e-9 and abs(res[th][1][1]) < 1e-9   # C3
assert abs(res[0.11][0][1]) < 1e-12 and abs(res[0.11][1][1]) > 1e-3*abs(res[0.11][1][0])

# 5. plane-wave crystal V = V1 cos(gx) + V2 sin(2gx): w is the unit matrix
g, V1, V2, nG = 2*np.pi/a, 0.2, 0.1, 10
G = g*np.arange(-nG, nG+1)
low = V1/2*np.eye(2*nG+1, k=-1) + V2/2j*np.eye(2*nG+1, k=-2)
def Hpw(k, axes=()):
    if len(axes) == 2:
        return np.eye(len(G), dtype=complex)
    if len(axes) == 1:
        return np.diag(k[0]+G).astype(complex)
    return np.diag((k[0]+G)**2/2) + low + low.conj().T
kp = np.array([0.3*g])
I_exact = I_def(Hpw, kp, 0, 0)
print(f"plane waves: a={a} bohr, V1={V1}, V2={V2} Ha, k={kp[0]:.5f} 1/bohr, basis {len(G)}")
partial = {}
for nb in (2, 3, 4, 6, len(G)):
    dl, mw, S, om, vvc = sum_rule(Hpw, kp, 0, 0, nmax=nb)
    partial[nb] = np.imag(vvc*(dl+mw+S))/om**2
    print(f"bands kept {nb:2d}: I={round(partial[nb], 6)+0.0:.6f} bohr^3")
assert abs(partial[2]) < 1e-12 and abs(partial[len(G)]-I_exact) < 1e-6 and abs(I_exact) > 1e-4
U0 = eigh(Hpw(kp))[1][:, :2]
def H_eff(q):  # canonical downfolding: unitary polar factor of the overlap
    E, U = eigh(Hpw(kp+q))
    L, _, Rt = np.linalg.svd(U0.conj().T @ U[:, :2])
    W = L @ Rt
    return W @ np.diag(E[:2]) @ W.conj().T
h = 5e-3
w_eff = (-H_eff(2*h)+16*H_eff(h)-30*H_eff(0.0)+16*H_eff(-h)-H_eff(-2*h))[1, 0]/(12*h*h)
I_eff = -np.imag(vvc*w_eff)/om**2
assert abs(w_eff+S) < 1e-6 and abs(I_eff-I_exact) < 1e-5
print(f"omega_cv={om:.5f} Ha, |S|={abs(S):.6f}, |w_eff|={abs(w_eff):.6f} Ha bohr^2")
print(f"I finite differences={I_exact:.6f}, I downfolded two-band={I_eff:.6f} bohr^3")
print("ALL CHECKS PASSED")
```

It prints:

```
max error: sum rule 4-band 1e-10, d-vector 2-band 7e-12 bohr^2, bohr^3
chain inputs: a=6.0 bohr, tau=3.0 bohr, m=0.03, t1=0.05, t2=0.03, omega=0.12 Ha
omega_min=0.07211 Ha (1.962 eV), omega_max=0.17088 Ha (4.650 eV)
omega=3.265 eV, cos(ka)=-0.23333, k=0.30105 1/bohr
|d omega/dk|=0.29172 Ha bohr, |r_cv|^2=1.08507 bohr^2
|v_cv|=0.12500 Ha bohr, |w_cv|=0.23383 Ha bohr^2
Im[v_vc w_cv]=0.021600 Ha^2 bohr^3, Delta part 0e+00
I=-1.50000 bohr^3, shift vector R=-1.38240 bohr
sigma closed form=5.14193, finite differences=5.14193 e^3 bohr^2/(hbar Ha)
unit e^3/(hbar Ha)=8.9453 muA/V^2
area 36 bohr^2, spin 2: sigma_3D=0.28566 a.u. = 2.5553 muA/V^2
tau=0: I=6.75000 bohr^3, sigma=-23.13870 a.u.
pulse: A0=0.0002 a.u., Gaussian width=120.0, time step=1.0 a.u., k points=400
Q propagated=3.1755e-07 e, Q formula=3.1755e-07 e
|Q without w|/Q formula=0e+00
honeycomb: bond=2.7 bohr, m=0.1, t=0.09, omega=0.25, broadening=0.01 Ha, grid 300x300
t_y=0.09 Ha: yyy w=1.47177 curv=0.00000; yxx w=-1.47177 curv=0.00000 e^3 bohr/(hbar Ha)
t_y=0.11 Ha: yyy w=1.88980 curv=0.00000; yxx w=-0.89320 curv=-0.17912 e^3 bohr/(hbar Ha)
plane waves: a=6.0 bohr, V1=0.2, V2=0.1 Ha, k=0.31416 1/bohr, basis 21
bands kept  2: I=0.000000 bohr^3
bands kept  3: I=0.193443 bohr^3
bands kept  4: I=0.221462 bohr^3
bands kept  6: I=0.221481 bohr^3
bands kept 21: I=0.221484 bohr^3
omega_cv=0.29729 Ha, |S|=0.055431, |w_eff|=0.055431 Ha bohr^2
I finite differences=0.221484, I downfolded two-band=0.221484 bohr^3
ALL CHECKS PASSED
```
